# Which Energy Do the Forces in a Smeared Metal Differentiate?: a program that tests the result

```python
"""Result under test: at fixed smearing width sigma, the self-consistent
Hellmann-Feynman force is -dF/dR, with F = E - sigma*S, and is not -dE0/dR,
where E0 = F + sigma*S/p is the energy extrapolated to zero width.
E: Kohn-Sham energy; S: generalized entropy; R: atomic displacement;
p: leading power of sigma in F (2 Fermi-Dirac and Gaussian, 4 first-order
Methfessel-Paxton); x = (level - chemical potential)/sigma; f: occupation.
Main system: bcc Na, two-atom cell, plane waves, Slater exchange, Wigner
correlation, Ashcroft empty-core ions. Internally atomic units; output eV, A.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, expit, xlogy

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
KB = physical_constants["Boltzmann constant in eV/K"][0]
POWER = {"fermi": 2, "gaussian": 2, "mp1": 4}

LATTICE, CORE = 4.2, 0.90          # angstrom, rough values for sodium
CUTOFF, MESH, WIDTH = 50.0, 6, 0.30  # eV, points per axis, eV
SHIFT, STEP = 0.30, 0.005          # angstrom
BANDS, N = 8, 15                   # bands kept, real-space points per axis


def smear(scheme, x):
    """Occupation f and entropy density s of one level."""
    if scheme == "fermi":
        f, hole = expit(-x), expit(x)
        return f, -(xlogy(f, f) + xlogy(hole, hole))
    gauss = np.exp(-x * x) / np.sqrt(np.pi)
    if scheme == "gaussian":
        return 0.5 * erfc(x), 0.5 * gauss
    return 0.5 * erfc(x) - 0.5 * x * gauss, 0.25 * (1 - 2 * x * x) * gauss


# Reciprocal lattice and Coulomb kernel
A = LATTICE / BOHR
B = 2 * np.pi / A
VOL = A**3
DV = VOL / N**3
m1 = np.rint(np.fft.fftfreq(N, 1 / N)).astype(int)
MX, MY, MZ = np.meshgrid(m1, m1, m1, indexing="ij")
MILLER = np.stack([MX.ravel(), MY.ravel(), MZ.ravel()], axis=1)
G2 = B * B * (MX**2 + MY**2 + MZ**2)
COULOMB = np.where(G2 > 0, 4 * np.pi / np.where(G2 > 0, G2, 1.0), 0.0)
REVERSE = (-np.arange(N)) % N


def to_grid(coefficients):
    return np.fft.ifftn(coefficients).real * N**3


def make_basis(mesh, cutoff):
    """Shifted k-mesh reduced by time reversal, y/z mirrors and y-z swap."""
    points = (2 * np.arange(mesh // 2) + 1) / (2 * mesh)
    basis = []
    for kx in points:
        for iy, ky in enumerate(points):
            for iz in range(iy, len(points)):
                k = np.array([kx, ky, points[iz]])
                kinetic = 0.5 * B * B * ((MILLER + k)**2).sum(axis=1)
                keep = np.flatnonzero(kinetic < cutoff / HARTREE)
                m = MILLER[keep]
                diff = (m[:, None] - m[None, :]) % N
                flat = (diff[..., 0] * N + diff[..., 1]) * N + diff[..., 2]
                weight = (1 if iy == iz else 2) / len(points)**3
                basis.append((kinetic[keep], flat, keep, weight))
    return basis


def ewald(d, eta=0.35):
    """Ion-ion energy and x-force on the displaced ion, unit charges."""
    n = np.arange(-3, 4)
    cells = A * np.stack(np.meshgrid(n, n, n, indexing="ij"), -1).reshape(-1, 3)
    r = cells + np.array([A / 2 + d, A / 2, A / 2])
    dist = np.linalg.norm(r, axis=1)
    own = np.linalg.norm(cells, axis=1)
    own = own[own > 0]
    damp = COULOMB * np.exp(-G2 / (4 * eta**2)) / VOL
    angle = B * (MX * (A / 2 + d) + (MY + MZ) * A / 2)
    energy = (np.sum(erfc(eta * dist) / dist) + np.sum(erfc(eta * own) / own)
              + np.sum(damp * (1 + np.cos(angle)))
              - 2 * eta / np.sqrt(np.pi) - 2 * np.pi / (VOL * eta**2))
    radial = -(erfc(eta * dist) / dist**2
               + 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * dist)**2) / dist)
    slope = np.sum(radial * r[:, 0] / dist) - np.sum(damp * B * MX * np.sin(angle))
    return energy, -slope


def exchange_correlation(rho):
    rho = np.maximum(rho, 1e-9)
    rs = (3 / (4 * np.pi * rho))**(1 / 3)
    ex = -0.75 * (3 * rho / np.pi)**(1 / 3)
    ec = -0.44 / (rs + 7.8)
    return ex + ec, 4 * ex / 3 + ec - rs / 3 * 0.44 / (rs + 7.8)**2


def scf(shift, basis, scheme="gaussian", width=WIDTH, core=CORE,
        start=None, frozen=None):
    """Self-consistent solution; frozen = prescribed occupations."""
    d, sigma, rc = shift / BOHR, width / HARTREE, core / BOHR
    form = -COULOMB * np.cos(np.sqrt(G2) * rc) / VOL
    form[0, 0, 0] = 2 * np.pi * rc**2 / VOL
    phase = np.exp(-1j * B * (MX * (A / 2 + d) + (MY + MZ) * A / 2))
    v_ion = to_grid(form * (1 + phase))
    dv_ion = to_grid(form * phase * (-1j * B * MX))
    weights = 2 * np.array([item[3] for item in basis])[:, None]
    rho = np.full((N, N, N), 2 / VOL) if start is None else start.copy()
    old_rho, old_res = [], []
    for _ in range(60):
        v_hxc = (to_grid(COULOMB * np.fft.fftn(rho) / N**3)
                 + exchange_correlation(rho)[1])
        v_g = (np.fft.fftn(v_ion + v_hxc) / N**3).ravel()
        levels, vectors = [], []
        for kinetic, flat, keep, _w in basis:
            h = v_g[flat]
            h[np.diag_indices(len(keep))] += kinetic
            e, c = eigh(h, subset_by_index=[0, BANDS - 1], check_finite=False)
            levels.append(e)
            vectors.append(c)
        levels = np.array(levels)
        if frozen is None:
            def excess(mu):
                return np.sum(weights * smear(scheme, (levels - mu) / sigma)[0]) - 2
            mu = brentq(excess, levels.min() - 6 * sigma,
                        levels.max() + 6 * sigma, xtol=1e-14)
            f, s = smear(scheme, (levels - mu) / sigma)
        else:
            mu, f, s = 0.0, frozen, np.zeros_like(levels)
        occ = weights * f
        new = np.zeros((N, N, N))
        for (kin, flat, keep, _w), c, o in zip(basis, vectors, occ):
            use = np.flatnonzero(np.abs(o) > 1e-15)
            psi = np.zeros((len(use), N**3), complex)
            psi[:, keep] = c[:, use].T
            psi = np.fft.ifftn(psi.reshape(-1, N, N, N), axes=(1, 2, 3)) * N**3
            new += np.tensordot(o[use], np.abs(psi)**2, axes=1) / VOL
        new = 0.5 * (new + new[:, REVERSE, :])
        new = 0.5 * (new + new[:, :, REVERSE])
        new = 0.5 * (new + new.transpose(0, 2, 1))
        res = new - rho
        if DV * np.abs(res).sum() < 1e-10:
            break
        mixed = rho + 0.7 * res
        if old_rho:
            dr = np.array([(res - q).ravel() for q in old_res[-5:]])
            dx = np.array([(rho - q).ravel() for q in old_rho[-5:]])
            coef = np.linalg.lstsq(dr.T, res.ravel(), rcond=None)[0]
            mixed = mixed - (coef @ (dx + 0.7 * dr)).reshape(N, N, N)
        old_rho.append(rho)
        old_res.append(res)
        rho = mixed
    else:
        raise RuntimeError("self-consistency not reached")
    ion_energy, ion_force = ewald(d)
    v_h = to_grid(COULOMB * np.fft.fftn(new) / N**3)
    energy = (np.sum(occ * levels) + ion_energy + DV * np.sum(
        new * (0.5 * v_h + exchange_correlation(new)[0] - v_hxc)))
    ts = sigma * np.sum(weights * s)
    force = ion_force - DV * np.sum(new * dv_ion)
    return {"E": energy * HARTREE, "TS": ts * HARTREE,
            "F": (energy - ts) * HARTREE,
            "E0": (energy - ts + ts / POWER[scheme]) * HARTREE,
            "force": force * HARTREE / BOHR, "f": f, "rho": new,
            "levels": (levels - mu) * HARTREE, "weights": weights}


def slopes(basis, scheme, width, start=None):
    """Central solution and minus the numerical slopes of the energies."""
    mid = scf(SHIFT, basis, scheme, width, start=start)
    up = scf(SHIFT + STEP, basis, scheme, width, start=mid["rho"])
    down = scf(SHIFT - STEP, basis, scheme, width, start=mid["rho"])
    minus = {q: -(up[q] - down[q]) / (2 * STEP) for q in ("E", "F", "E0", "TS")}
    df = (up["f"] - down["f"]) / (2 * STEP)
    minus["response"] = np.sum(mid["weights"] * mid["levels"] * df)
    return mid, minus


# Smearing pairs: ds/dx = x df/dx
xs, dx = np.linspace(-4, 4, 81), 1e-4
for scheme in POWER:
    fp, sp = smear(scheme, xs + dx)
    fm, sm = smear(scheme, xs - dx)
    assert np.max(np.abs((sp - sm) - xs * (fp - fm))) / (2 * dx) < 1e-6

# Extrapolation power, free-electron density of states sqrt(energy)
mu0, w0 = 3.0, 0.15
t = np.linspace(0, np.sqrt(mu0 + 40 * w0), 6001)
measure = 2 * t**2 * (t[1] - t[0])
remaining = {}
for scheme, p in POWER.items():
    mu = brentq(lambda m: np.sum(measure * smear(scheme, (t*t - m) / w0)[0])
                - 2 / 3 * mu0**1.5, 1, 5, xtol=1e-14)
    f, s = smear(scheme, (t * t - mu) / w0)
    ts = w0 * np.sum(measure * s)
    error_f = np.sum(measure * t * t * f) - ts - 0.4 * mu0**2.5
    remaining[scheme] = abs((error_f + ts / p) / error_f)
    assert remaining[scheme] < 0.02

# Ion-ion sum must not depend on the splitting parameter
e1, g1 = ewald(SHIFT / BOHR, 0.35)
e2, g2 = ewald(SHIFT / BOHR, 0.45)
assert abs(e1 - e2) < 1e-9 and abs(g1 - g2) < 1e-9

print("SODIUM: INPUTS")
print(f"lattice constant = {LATTICE:.2f} angstrom; core radius = {CORE:.2f} angstrom")
print(f"cutoff = {CUTOFF:.0f} eV; k-mesh = {MESH} x {MESH} x {MESH}")
print(f"displacement = {SHIFT:.3f} angstrom; difference step = {STEP:.3f} angstrom")
basis = make_basis(MESH, CUTOFF)
rho = None
saved = {}
print("SODIUM: FORCE AND MINUS NUMERICAL SLOPES, eV/angstrom")
for scheme, width in (("gaussian", WIDTH), ("fermi", WIDTH),
                      ("mp1", WIDTH), ("gaussian", WIDTH / 2)):
    mid, minus = slopes(basis, scheme, width, rho)
    rho = mid["rho"]
    saved[scheme, width] = mid, minus
    error = abs(minus["F"] - mid["force"])
    gap = minus["E0"] - mid["force"]
    assert error < 5e-5
    # occupation response reproduces the entropy slope
    assert abs(minus["response"] + minus["TS"]) < 5e-5
    if scheme != "mp1" and width == WIDTH:
        assert abs(gap) > 10 * error
    print(f"{scheme}, width {width:.2f} eV: force = {mid['force']:.6f}")
    print(f"  -dF/dR = {minus['F']:.6f}; -dE/dR = {minus['E']:.6f}; "
          f"-dE0/dR = {minus['E0']:.6f}")
    print(f"  (-dE0/dR) - force = {gap:.6f}; sigma dS/dR from occupations = "
          f"{minus['response']:.6f}")

main, main_slopes = saved["gaussian", WIDTH]
main_gap = main_slopes["E0"] - main["force"]

# Energy slope with occupations held fixed
up = scf(SHIFT + STEP, basis, start=main["rho"], frozen=main["f"])
down = scf(SHIFT - STEP, basis, start=main["rho"], frozen=main["f"])
frozen_slope = -(up["E"] - down["E"]) / (2 * STEP)
assert abs(frozen_slope - main["force"]) < 5e-5

# Width derivative of F
dw = 0.01
up = scf(SHIFT, basis, width=WIDTH + dw, start=main["rho"])
down = scf(SHIFT, basis, width=WIDTH - dw, start=main["rho"])
entropy_slope = -(up["F"] - down["F"]) / (2 * dw)
entropy = main["TS"] / WIDTH
assert abs(entropy_slope - entropy) < 2e-4

# Work along the displacement path
origin = scf(0.0, basis, start=main["rho"])
nodes, node_weights = np.polynomial.legendre.leggauss(4)
work = 0.0
for node, nw in zip(nodes, node_weights):
    point = scf(0.5 * SHIFT * (node + 1), basis, start=main["rho"])
    work -= 0.5 * SHIFT * nw * point["force"]
rise = {q: main[q] - origin[q] for q in ("F", "E", "E0")}
assert abs(work - rise["F"]) < 2e-5
assert abs(work - rise["E0"]) > 5 * abs(work - rise["F"])

print("SODIUM: GAUSSIAN, MAIN WIDTH, FURTHER TESTS")
print(f"F = {main['F']:.6f} eV; E = {main['E']:.6f} eV; E0 = {main['E0']:.6f} eV per cell")
print(f"sigma S = {main['TS']:.6f} eV per cell")
print(f"-dE/dR at frozen occupations = {frozen_slope:.6f} eV/angstrom")
print(f"S = {entropy:.6f}; -dF/dsigma = {entropy_slope:.6f} (dimensionless)")
print(f"work against force from 0 to {SHIFT:.2f} angstrom = {work:.6f} eV")
print(f"rise of F = {rise['F']:.6f} eV; of E = {rise['E']:.6f} eV; "
      f"of E0 = {rise['E0']:.6f} eV")

# Size of numerical and model limitations
dense, dense_slopes = slopes(make_basis(8, CUTOFF), "gaussian", WIDTH, main["rho"])
assert abs(dense_slopes["F"] - dense["force"]) < 5e-5
high = scf(SHIFT, make_basis(MESH, 80.0), start=main["rho"])
wide = scf(SHIFT, basis, core=0.95, start=main["rho"])
thermal = KB * 300
scale = (np.pi**2 / 3 * thermal**2) / (0.5 * WIDTH**2)
print("SODIUM: SENSITIVITY OF THE GAUSSIAN RESULT, eV/angstrom")
print(f"8 x 8 x 8 mesh: force = {dense['force']:.6f}; (-dE0/dR) - force = "
      f"{dense_slopes['E0'] - dense['force']:.6f}")
print(f"80 eV cutoff: force change = {high['force'] - main['force']:.6f}")
print(f"core radius 0.95 angstrom: force change = {wide['force'] - main['force']:.6f}")
print(f"300 K: kT = {thermal:.5f} eV; width-squared estimate of the same "
      f"force gap = {main_gap * scale:.7f}")

# Two levels at +-g R, two electrons, elastic energy K R^2/2
g, K, kt = 1.0, 4.0, 0.20


def pair(R):
    levels = np.array([-g, g]) * R
    f, s = smear("fermi", levels / kt)
    energy = 0.5 * K * R**2 + 2 * np.sum(f * levels)
    force = -K * R - 2 * np.sum(f * np.array([-g, g]))
    return energy, 2 * kt * np.sum(s), force


def minimum(fraction):
    """Minimum of E - fraction*T*S."""
    return minimize_scalar(lambda R: pair(R)[0] - fraction * pair(R)[1],
                           bounds=(0.05, 1.0), method="bounded",
                           options={"xatol": 1e-9}).x


r_free, r_extra = minimum(1.0), minimum(0.5)
r_force = brentq(lambda R: pair(R)[2], 0.05, 1.0)
r_zero = minimize_scalar(lambda R: 0.5 * K * R**2 - 2 * g * abs(R),
                         bounds=(0.05, 1.0), method="bounded").x
assert abs(r_free - r_force) < 1e-5
assert abs(pair(r_extra)[2]) > 0.1
print("TWO-LEVEL MODEL (Fermi-Dirac)")
print(f"g = {g:.1f} eV/angstrom; K = {K:.1f} eV/angstrom^2; kT = {kt:.2f} eV")
print(f"zero of force at R = {r_force:.4f} angstrom; minimum of F = {r_free:.4f} angstrom")
print(f"minimum of E0 = {r_extra:.4f} angstrom; zero-width minimum = {r_zero:.4f} angstrom")
print(f"force at minimum of E0 = {pair(r_extra)[2]:.4f} eV/angstrom")
print("EXTRAPOLATION TEST: FREE-ELECTRON DENSITY OF STATES")
print(f"Fermi energy = {mu0:.2f} eV; width = {w0:.2f} eV")
for scheme in POWER:
    print(f"{scheme}: p = {POWER[scheme]}; |error of E0 / error of F| = "
          f"{remaining[scheme]:.5f}")
print("all tests passed")
```

Running it gives:

```
SODIUM: INPUTS
lattice constant = 4.20 angstrom; core radius = 0.90 angstrom
cutoff = 50 eV; k-mesh = 6 x 6 x 6
displacement = 0.300 angstrom; difference step = 0.005 angstrom
SODIUM: FORCE AND MINUS NUMERICAL SLOPES, eV/angstrom
gaussian, width 0.30 eV: force = -0.133079
  -dF/dR = -0.133078; -dE/dR = -0.132262; -dE0/dR = -0.132670
  (-dE0/dR) - force = 0.000408; sigma dS/dR from occupations = -0.000815
fermi, width 0.30 eV: force = -0.134884
  -dF/dR = -0.134883; -dE/dR = -0.131317; -dE0/dR = -0.133100
  (-dE0/dR) - force = 0.001783; sigma dS/dR from occupations = -0.003565
mp1, width 0.30 eV: force = -0.132672
  -dF/dR = -0.132671; -dE/dR = -0.132545; -dE0/dR = -0.132640
  (-dE0/dR) - force = 0.000032; sigma dS/dR from occupations = -0.000126
gaussian, width 0.15 eV: force = -0.132774
  -dF/dR = -0.132774; -dE/dR = -0.132463; -dE0/dR = -0.132618
  (-dE0/dR) - force = 0.000156; sigma dS/dR from occupations = -0.000310
SODIUM: GAUSSIAN, MAIN WIDTH, FURTHER TESTS
F = -13.277841 eV; E = -13.224377 eV; E0 = -13.251109 eV per cell
sigma S = 0.053463 eV per cell
-dE/dR at frozen occupations = -0.133078 eV/angstrom
S = 0.178210; -dF/dsigma = 0.178169 (dimensionless)
work against force from 0 to 0.30 angstrom = 0.020145 eV
rise of F = 0.020145 eV; of E = 0.020018 eV; of E0 = 0.020081 eV
SODIUM: SENSITIVITY OF THE GAUSSIAN RESULT, eV/angstrom
8 x 8 x 8 mesh: force = -0.134492; (-dE0/dR) - force = -0.000621
80 eV cutoff: force change = -0.007294
core radius 0.95 angstrom: force change = -0.031260
300 K: kT = 0.02585 eV; width-squared estimate of the same force gap = 0.0000200
TWO-LEVEL MODEL (Fermi-Dirac)
g = 1.0 eV/angstrom; K = 4.0 eV/angstrom^2; kT = 0.20 eV
zero of force at R = 0.3552 angstrom; minimum of F = 0.3552 angstrom
minimum of E0 = 0.5137 angstrom; zero-width minimum = 0.5000 angstrom
force at minimum of E0 = -0.3397 eV/angstrom
EXTRAPOLATION TEST: FREE-ELECTRON DENSITY OF STATES
Fermi energy = 3.00 eV; width = 0.15 eV
fermi: p = 2; |error of E0 / error of F| = 0.00126
gaussian: p = 2; |error of E0 / error of F| = 0.00016
mp1: p = 4; |error of E0 / error of F| = 0.00079
all tests passed
```
